A straight thickness-versus-cycle line does not prove self-limited etching

**Definitions and conventions**

In a cyclic thermal etch, one cycle consists of a dose of reactant A for a time t_A, a purge, a dose of reactant B for a time t_B, and a second purge. A modifies the surface of the film and B removes modified material. E_n is the thickness removed in cycle n, read at the end of the cycle and counted positive. The total after N cycles is

z_N = E_1 + E_2 + … + E_N, with z_0 = 0.

The amount of modified material is expressed as the thickness x of original film that it came from, so that x and z are both in nm and removing a layer x adds x to z. Reactant pressure is constant during a dose and zero during a purge, which makes dose time a measure of exposure. Temperature is steady and the film is thick enough not to run out. The effects of a slow pump-out and of a temperature drift are estimated further on.

When the removal per cycle has settled to a steady value, that value is a function E(t_A, t_B) of the two dose times. The process is called self-limited if E tends to a finite value when both doses are made long. It is saturated at given doses if E is already close to that value. Both terms concern the change of E with exposure, whereas a plot of z_N against N is taken at one fixed pair of exposures.

**The counter-example: continuous etching**

Let B attack the film directly at a constant rate r whenever it is present, with or without A. Cycle n, with B dose t_n, removes E_n = r t_n, and therefore

z_N = r (t_1 + t_2 + … + t_N).

If every dose lasts the same time t_B, the bracket is N t_B and

z_N = N r t_B.

This is a straight line through the origin with slope r t_B, although nothing in the process limits itself: a dose twice as long removes twice as much.

The straightness comes from the identical doses. Suppose instead that the dose rises evenly during the run, so that the removal per cycle grows from E_1 to E_1 + ΔE:

E_n = E_1 + ΔE (n − 1)/(N − 1).

Since the sum of (m − 1) for m = 1 to n is n(n − 1)/2,

z_n = n E_1 + ΔE n(n − 1)/[2(N − 1)].

At n = N this gives z_N = N E_1 + N ΔE/2, so the chord from the origin to the last point has height n E_1 + n ΔE/2 at cycle n. The curve lies below the chord by

n ΔE/2 − ΔE n(n − 1)/[2(N − 1)] = ΔE n(N − n)/[2(N − 1)].

For even N the gap is largest at n = N/2, where it equals ΔE N²/[8(N − 1)], or about N ΔE/8 for large N.

**A self-limited process with the same line**

Now let A convert surface material up to a capacity M, and let B remove what has been converted:

during A: dx/dt = (M − x)/τ_A
during B: dx/dt = −x/τ_B

The first equation makes the gap M − x decay exponentially, and the second does the same to x. Define the unfinished fractions

a = exp(−t_A/τ_A), b = exp(−t_B/τ_B).

Let y_n be the layer present after dose A of cycle n. Dose B leaves b y_n and so removes

E_n = (1 − b) y_n.

The next dose A starts from x = b y_n and shrinks the gap M − b y_n by the factor a:

y_(n+1) = M − a(M − b y_n) = M(1 − a) + ab y_n.

A steady value y* must reproduce itself, y* = M(1 − a) + ab y*, which gives

y* = M(1 − a)/(1 − ab).

Subtracting the equation for y* from that for y_(n+1) leaves y_(n+1) − y* = ab (y_n − y*), so the deviation shrinks by the factor ab in each cycle. The run starts without a modified layer, hence y_1 = M(1 − a) = y*(1 − ab), and the first deviation is −ab y*. It follows that y_n = y*[1 − (ab)^n], and

E_n = E* [1 − (ab)^n], E* = M(1 − a)(1 − b)/(1 − ab).

Once (ab)^n is negligible, each cycle removes E* and the plot is straight. This holds whether or not the doses are saturated. If both are long, a and b vanish and E* tends to M, so the process is self-limited by the definition above.

Take M = 0.050 nm, τ_A = 0.25 s, τ_B = 0.50 s and doses of 2.0 s each. Then a = exp(−8) = 0.000335, b = exp(−4) = 0.01832, and

E* = 0.050 nm × 0.999665 × 0.98168/0.999994 = 0.04907 nm.

A continuous process with r = E*/t_B = 0.04907 nm/2.0 s = 0.02453 nm/s has the same removal per cycle. After 100 cycles both films have lost 4.907 nm, and the two lines coincide.

The same process stays linear far from saturation. With t_A = 0.50 s and t_B = 0.25 s, ab = exp(−2.5) = 0.0821. The first cycle removes 0.01701 nm and the thirtieth 0.01853 nm, which is 37 % of the capacity. The first cycle is 8 % below the steady value, the second less than 1 %, and the rest of the plot is a straight line.

**The general statement**

(i) The points z_0, z_1, …, z_N lie on a straight line if and only if E_1, …, E_N are all equal.

(ii) Suppose that the removal in a cycle is fixed by the surface state at its start and by the settings of that cycle. If the settings are repeated and each cycle starts from the same surface state, the plot is straight, whatever the dependence of removal on exposure.

(iii) A straight plot taken at one pair of dose times does not determine whether the process is self-limited.

Proof of (i). If z_n = nE, then E_n = z_n − z_(n−1) = nE − (n − 1)E = E for every n. A line starting at z_0 = 0 has this form. Conversely, if every E_n equals E, the sum of the first n of them is nE.

Proof of (ii). Equal starting states and equal settings give equal removals by the assumption, and (i) then gives the line. The form of E(t_A, t_B) was not used.

Proof of (iii). By (i), the line contains one number, the value E_0 of the removal at the doses used. It is enough to find two processes that share this number, one self-limited and the other not. Continuous etching with r = E_0/t_B is not self-limited. The two-step model with M = E_0(1 − ab)/[(1 − a)(1 − b)] is self-limited, and it has the steady removal E_0. If its short initial transient is to be avoided, start it with the layer b y* left by a steady cycle; then every E_n equals E_0. The two plots are identical and the conclusions about self-limitation are opposite. ∎

Intermediate cases exist as well. Let both channels act in parallel, with capacity M′ and direct rate r′. For any r′ between 0 and r, the steady removal stays at E* if

M′ = M(E* − r′ t_B)/E*,

because the layer contribution is proportional to the capacity. With r′ = 0.005 nm/s, the direct channel removes 0.010 nm per cycle and M′ = 0.03981 nm. This mixed film also loses 4.907 nm in 100 cycles.

**What varying the exposure shows**

Keep t_A fixed and double t_B. For continuous etching the removal per cycle doubles. For the two-step model b becomes b², and the ratio of the new removal to the old is

R = [(1 − b²)/(1 − ab²)] × [(1 − ab)/(1 − b)] = (1 + b)(1 − ab)/(1 − ab²).

With A saturated, a is close to 0 and R = 1 + b. In the example R = 1.0183 for the self-limited film and 2.0000 for the continuous one. Over 100 cycles the removed thicknesses become 4.997 nm and 9.814 nm.

For the mixed film with A saturated, E(t_B) = M′(1 − b) + r′ t_B, and doubling the dose adds

E(2t_B) − E(t_B) = M′(1 − b²) − M′(1 − b) + r′ t_B = M′ b(1 − b) + r′ t_B.

Both terms are positive, so within this model the directly etched part r′ t_B cannot exceed (R − 1)E(t_B). Here R = 1.2184, and the bound is 0.2184 × 0.04907 nm = 0.0107 nm; the actual part is 0.010 nm. The bound assumes that each dose ends abruptly: with a pump-out tail of time constant τ_p (treated below) the directly etched part is r′(t_B + τ_p), which can exceed the increment gained by doubling t_B. At long doses the layer term stops changing and the slope of E against t_B tends to r′. Between 4 and 6 s the slope is 0.00501 nm/s, against r′ = 0.005 nm/s.

A ratio near 2 does not prove continuous etching. Since R = 1 + b, a self-limited film also gives R close to 2 when t_B is much shorter than τ_B. With τ_B = 20 s, doubling from 2 s gives 1.9048, while doubling from 100 s gives 1.0067. The dose range has to extend far enough for a plateau to appear if there is one.

A second comparison keeps the total B time at 200 s but divides it into 50 doses of 4 s instead of 100 doses of 2 s, with each A dose still 2 s. The continuous film again loses 4.907 nm, because its removal depends on total B time. The self-limited film loses 2.498 nm, close to half, because its removal follows the number of cycles.

**Why both reactants must be varied**

Consider a fourth film, in which A grows a modified layer that slows its own growth without stopping it:

dx/dt = K/(2x + L).

Multiplying by 2x + L and integrating from x = 0 gives x² + Lx = K t_A, whose positive root is

x = [−L + √(L² + 4K t_A)]/2.

Let B strip this layer completely and then stop. Each cycle starts from a bare surface, so by (ii) the plot is straight. With K = 0.50 nm²/s, L = 0.10 nm and t_A = 2 s,

x = [−0.10 + √(0.01 + 4.00)]/2 nm = 0.951 nm,

and 20 cycles remove 19.02 nm. Doubling the B dose changes nothing (ratio 1.000), and B alone on a bare film removes nothing. Doubling the A dose, however, raises the removal by a factor of 1.435. For K t_A much larger than L² the layer grows in proportion to √(K t_A), without bound, and the doubling ratio tends to √2. The process is therefore not self-limited, although lengthening the B dose alone would suggest that it is.

**Noise, pump-out and drift**

Give each thickness reading a random error of 0.10 nm (standard deviation) and read every tenth cycle from 0 to 100. Fitted lines then have slopes of 0.0493, 0.0475 and 0.0487 nm per cycle for the self-limited, continuous and mixed films, with a standard error of 0.00095 nm per cycle. The R² values of these fits are 0.9983, 0.9978 and 0.9972. The underlying lines are the same, so these differences come from the noise. A high R² says that the scatter about the fitted line is small compared with the total spread of the readings. It does not show saturation. Only the initial transient is visible in such a plot: when the doses are so short that ab is close to 1, a run started on a bare surface bends over its first cycles, about 1/(1 − ab) of them, and R² drops. After 100 cycles with doubled B doses, by contrast, the self-limited and continuous films differ by 9.814 − 4.997 = 4.817 nm, about 48 times the error of one reading.

Reactant B does not vanish at the instant its valve closes. If its pressure decays exponentially with time constant τ_p and the reaction rates are proportional to pressure, the tail adds an exposure equal to τ_p at full pressure. The continuous doubling ratio becomes (2t_B + τ_p)/(t_B + τ_p). For τ_p = 0.20 s this is 4.2/2.2 = 1.909 instead of 2, and the removal per cycle rises by 10 %. For the self-limited film the rise is 0.61 %. The tail is the same in every cycle, so both plots remain straight.

A temperature drift does alter the increments, but it can be too small to see. Let the temperature rise evenly by 2 K from 550 K during the run, with an activation energy of 0.50 eV for the rates. The continuous removal per cycle ends 3.90 % higher, and the line bends by about N ΔE/8, which is 0.024 nm and well below the reading error. The self-limited removal rises by 0.28 % if the rates alone are activated, and by 1.82 % if M is also activated with 0.20 eV. These energies are freely chosen. With M activated by 0.6 eV the rise would be about 5 %, more than for the continuous film, so self-limitation does not by itself mean a weak temperature dependence. A deliberate ramp of the B dose from 2 to 4 s is much easier to detect in the continuous film, whose line it bends by 0.620 nm. The self-limited line bends by only 0.010 nm, which is below the reading error.

**Relation to a real process**

The capacity of the self-limited film is a round value of the order of the removal per cycle in thermal etching of alumina, with hydrogen fluoride as A and trimethylaluminium as B. The two time constants are freely chosen, since real ones depend on the reactant pressures and the reactor. That process removes some hundredths of a nanometre per cycle near 550 K. A capacity of 0.050 nm is less than one atomic layer and must be read as an average over the surface. In the real process the removal per cycle also rises with temperature and with the hydrogen fluoride pressure, so M stands for one set of conditions and is not a constant of the material. The continuous, mixed and fourth films are comparison models, not descriptions of alumina. The abrupt end of each dose is an assumption that real reactors break; for the pump-out time of B assumed above, the tail shifts the continuous doubling ratio from 2.000 to 1.909 and the self-limited one from 1.018 to 1.012, so the two remain clearly separated. A modified layer that keeps thickening during A would break the assumption of a fixed capacity, and the fourth film illustrates such an effect with freely chosen constants. Roughness, depletion of reactant along a wafer, and mixing of A with B after too short a purge are left out.

For a measured process, the evidence for self-limitation is therefore a plateau in the removal per cycle as each dose is lengthened, with the other dose held long enough not to be the bottleneck. Two separate scans are not enough to confirm that condition. If A grows a layer at a constant rate k and B strips it at a constant rate r until it is gone, the removal per cycle is the smaller of k t_A and r t_B. Starting from k t_A = r t_B, lengthening either dose alone changes nothing, while doubling both doubles the removal. The removal must therefore also stay constant when both doses are lengthened together, as the definition requires. Such a plateau is established only over the range of doses tested and to within the measurement error. The values used here are collected in the numerical output below.

Computed results

```
Layer capacity M: 0.050 nm
Time constants A, B: 0.25, 0.50 s
Dose times A, B: 2.0, 2.0 s; cycles: 100
Unfinished fraction a: 0.000335
Unfinished fraction b: 0.01832
Self-limited removal per cycle (formula): 0.04907 nm
Matching continuous rate r: 0.02453 nm/s
Mixed film: M' = 0.03981 nm, r' = 0.005 nm/s
self-limited: removed, 100 cycles: 4.907 nm
  B dose doubled, 100 cycles: 4.997 nm
  ratio, B doubled: 1.0183; A doubled: 1.0003
  50 cycles, B doubled: 2.498 nm
  100 cycles of B alone: 0.000 nm
continuous: removed, 100 cycles: 4.907 nm
  B dose doubled, 100 cycles: 9.814 nm
  ratio, B doubled: 2.0000; A doubled: 1.0000
  50 cycles, B doubled: 4.907 nm
  100 cycles of B alone: 4.907 nm
mixed: removed, 100 cycles: 4.907 nm
  B dose doubled, 100 cycles: 5.978 nm
  ratio, B doubled: 1.2184; A doubled: 1.0003
  50 cycles, B doubled: 2.989 nm
  100 cycles of B alone: 1.000 nm
Mixed film, slope between 4 and 6 s doses: 0.00501 nm/s
Short doses A, B: 0.50, 0.25 s
  memory factor ab: 0.0821
  removal in cycle 1: 0.01701 nm
  removal in cycle 30: 0.01853 nm
Slow film, B time constant 20 s:
  doubling ratio from 2 s: 1.9048
  doubling ratio from 100 s: 1.0067
B dose ramped 2 to 4 s, bend, continuous: 0.620 nm
B dose ramped 2 to 4 s, bend, self-limited: 0.010 nm
Grown-layer film: K = 0.50 nm^2/s, L = 0.10 nm
  removal per cycle: 0.951 nm
  removed in 20 cycles: 19.02 nm
  ratio, A doubled: 1.435; B doubled: 1.000
  20 cycles of B alone: 0.000 nm
Reading noise: 0.10 nm; slope error: 0.00095 nm/cycle
  self-limited: slope 0.0493 nm/cycle, R^2 = 0.9983
  continuous: slope 0.0475 nm/cycle, R^2 = 0.9978
  mixed: slope 0.0487 nm/cycle, R^2 = 0.9972
Pump-out time constant: 0.20 s
  self-limited: extra 0.61 %, doubling ratio 1.0122
  continuous: extra 10.00 %, doubling ratio 1.9091
Drift 2 K at 550 K, barrier 0.50 eV:
  continuous removal per cycle: +3.90 %
  self-limited, rates only: +0.28 %
  self-limited, M also activated by 0.20 eV: +1.82 %
  bend of the continuous line: 0.024 nm
```
